# The Breit–Rabi Formula for Muonium and the Muon Magnetic Moment

## 1. Definitions and conventions

Muonium is the atom formed by a positive muon and an electron. We consider its 1S state in a static, uniform field $\mathbf B=B\hat z$, with $B>0$. The electron spin is $\mathbf J$ and the muon spin is $\mathbf I$. Both are dimensionless spins $1/2$. The charges are $-e$ and $+e$, with $e>0$, and all $g$ factors are positive. The free magnetic moments are therefore

$$\boldsymbol\mu_e=-g_e\mu_B\mathbf J,\qquad \boldsymbol\mu_\mu^{\rm op}=+g_\mu\frac{e\hbar}{2m_\mu}\mathbf I .$$

The number called the muon moment is $\mu_\mu=g_\mu e\hbar/(4m_\mu)$, the largest $z$ component. Binding changes the two factors slightly, so the atom shows an electron factor $g_J$ and a muon moment $\mu'_\mu$.

A moment has energy $-\boldsymbol\mu\cdot\mathbf B$. The electron term is thus $+g_J\mu_BBJ_z$ and the muon term is $-2\mu'_\mu BI_z$. We write energies as frequencies, $E/h$, and define

$$a=\frac{g_J\mu_BB}{h},\qquad b=\frac{2\mu'_\mu B}{h},\qquad x=\frac{a+b}{\Delta},$$

where $\Delta$ is the hyperfine interval at zero field. The spin Hamiltonian is

$$\frac Hh=\Delta\,\mathbf I\cdot\mathbf J+aJ_z-bI_z. \tag{1}$$

For two spins $1/2$ in an S state, rotational symmetry leaves $\mathbf I\cdot\mathbf J$ as the one possible coupling, apart from a constant. At zero field $\mathbf I\cdot\mathbf J$ equals $1/4$ for total spin 1 and $-3/4$ for total spin 0, so the interval is indeed $\Delta$.

Shifts common to all four spin states, such as the leading diamagnetic energy, cancel in transition frequencies. The model omits field-dependent changes of $\Delta$ (the diamagnetic compression of the 1S state raises it by about 0.2 Hz at 1.7 T and 20 Hz at 16 T), the effects of atomic motion, and the shift of $\Delta$ by the buffer gas in which muonium is formed in practice.

Two frequencies cannot by themselves determine three unknowns, $\Delta$, $\mu'_\mu$ and $B$. The field must be known separately, and so must $g_J$. Here $B$ comes from the precession frequency of protons in the same field,

$$\nu_p=\frac{2\mu_pB}{h},$$

corrected to that of a free proton.

## 2. The interval from the contact interaction

The method below does not need a theoretical $\Delta$, but the worked example does. Take the muon as a point dipole $\boldsymbol\mu$ with vector potential $\mathbf A=\mu_0\,\boldsymbol\mu\times\mathbf n/(4\pi r^2)$, where $\mathbf n=\mathbf r/r$. Its field integrated over a sphere of radius $R$ is a surface integral:

$$\int_{r<R}\nabla\times\mathbf A\,d^3r=R^2\oint\mathbf n\times\mathbf A\,d\Omega
=\frac{\mu_0}{4\pi}\oint[\boldsymbol\mu-\mathbf n(\mathbf n\cdot\boldsymbol\mu)]\,d\Omega=\frac{2\mu_0}{3}\boldsymbol\mu .$$

The last step uses the angular average $\overline{n_in_j}=\delta_{ij}/3$. The result does not depend on $R$, so it belongs to the point $r=0$. Outside that point the dipole field averages to zero over a spherical electron density. The energy of the electron moment in this field is

$$-\frac{2\mu_0}{3}|\psi(0)|^2\boldsymbol\mu_e\cdot\boldsymbol\mu_\mu^{\rm op}
=h\Delta\,\mathbf I\cdot\mathbf J,$$

$$h\Delta=\frac{2\mu_0}{3}g_e\mu_B\,g_\mu\frac{e\hbar}{2m_\mu}|\psi(0)|^2. \tag{2}$$

The opposite charges make $\Delta$ positive. With the reduced mass, the Bohr radius becomes $a_0(1+m_e/m_\mu)$ and

$$|\psi(0)|^2=\frac{1}{\pi a_0^3(1+m_e/m_\mu)^3}.$$

Equation (2) contains the free $g$ factors but no further radiative, relativistic or recoil corrections.

## 3. The electron factor in the atom

For a fixed nucleus the Dirac 1S state can be written

$$\psi=\begin{pmatrix}g(r)\chi\\ i f(r)\,\boldsymbol\sigma\cdot\mathbf n\,\chi\end{pmatrix},\qquad V=-\frac{\alpha\hbar c}{r}.$$

Since $\boldsymbol\sigma\cdot\nabla(f\boldsymbol\sigma\cdot\mathbf n)=f'+2f/r$, the Dirac equation gives

$$\hbar c\left(f'+\frac{2f}{r}\right)=(E-V-m_ec^2)g,\qquad \hbar c\,g'=-(E-V+m_ec^2)f .$$

Try $g\propto r^{\gamma-1}e^{-\lambda r}$ and $f=\kappa g$. Matching the $1/r$ terms gives $\kappa(\gamma+1)=\alpha$ and $1-\gamma=\alpha\kappa$, hence

$$\gamma=\sqrt{1-\alpha^2},\qquad \kappa=\frac{\alpha}{1+\gamma}=\frac{1-\gamma}{\alpha}.$$

The constant terms give $\hbar c\lambda=\kappa(E+m_ec^2)$ and $\hbar c\kappa\lambda=m_ec^2-E$. Eliminating $\lambda$ gives $E=\gamma m_ec^2$, and then $\lambda=\alpha m_ec/\hbar$.

For charge $-e$, the field adds $ec\,\boldsymbol\alpha\cdot\mathbf A$ to the Dirac Hamiltonian, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. Because $\mathbf A\cdot\mathbf n=0$,

$$\psi^\dagger\boldsymbol\alpha\cdot\mathbf A\psi=-2gf\,\chi^\dagger\boldsymbol\sigma\cdot(\mathbf A\times\mathbf n)\chi .$$

Also $\mathbf A\times\mathbf n=\tfrac r2[\mathbf n(\mathbf B\cdot\mathbf n)-\mathbf B]$, whose angular average is $-r\mathbf B/3$. The first-order energy is

$$W=\frac{2ec}{3}\langle\boldsymbol\sigma\rangle\cdot\mathbf B\;4\pi\!\int_0^\infty gf\,r^3dr
=\frac{2ec}{3}\langle\boldsymbol\sigma\rangle\cdot\mathbf B\;\frac{\kappa}{1+\kappa^2}\langle r\rangle .$$

The normalization $4\pi\int(g^2+f^2)r^2dr=1$ was used. From $\kappa^2=(1-\gamma)/(1+\gamma)$ we have $\kappa/(1+\kappa^2)=\alpha/2$. The radial integrals give $\langle r\rangle=(2\gamma+1)/(2\lambda)$. Therefore

$$W=\mu_B\frac{1+2\gamma}{3}\langle\boldsymbol\sigma\rangle\cdot\mathbf B .$$

For a free electron with $g=2$ the last factor $(1+2\gamma)/3$ would be 1. We apply this factor to the full $g_e$:

$$g_J\simeq g_e\frac{1+2\gamma}{3}\simeq g_e\left(1-\frac{\alpha^2}{3}\right). \tag{3}$$

This is an approximation, because the anomalous part of the electron moment has its own binding correction. Recoil is also omitted.

## 4. The muon moment in the atom

The field induces an electron current that weakens the field at the muon. At leading order the diamagnetic current density is $\mathbf j=-(e^2/m_e)\rho\mathbf A$, where $\rho=|\psi|^2$. The orbital paramagnetic term does not contribute, since $L_z$ gives zero on an S state. The Biot–Savart law at the origin gives

$$\mathbf B_{\rm ind}=\frac{\mu_0}{4\pi}\int\frac{\mathbf r\times\mathbf j}{r^3}d^3r
=-\frac{\mu_0e^2}{8\pi m_e}\int\frac{\rho}{r}[\mathbf B-\mathbf n(\mathbf n\cdot\mathbf B)]d^3r .$$

The angular average of the bracket is $2\mathbf B/3$, and $\langle1/r\rangle=1/a_0$. With $\mu_0e^2/(4\pi m_ea_0)=\alpha^2$,

$$\mathbf B_{\rm ind}=-\sigma\mathbf B,\qquad \sigma=\frac{\alpha^2}{3},\qquad \mu'_\mu=\mu_\mu(1-\sigma). \tag{4}$$

The two corrections have the same leading size but different origins: one is relativistic motion of the electron, the other is shielding.

## 5. The four levels

Use the basis $|m_J,m_I\rangle$, with $\pm$ standing for $\pm1/2$, and write

$$\mathbf I\cdot\mathbf J=I_zJ_z+\tfrac12(I_+J_-+I_-J_+).$$

The Hamiltonian conserves $M=m_J+m_I$. The states $|{+}{+}\rangle$ and $|{-}{-}\rangle$ are alone in their sectors, so their energies can be read off:

$$\frac{E_1}{h}=\frac\Delta4+\frac{a-b}{2},\qquad
\frac{E_3}{h}=\frac\Delta4-\frac{a-b}{2}. \tag{5}$$

In the order $|{+}{-}\rangle,|{-}{+}\rangle$, the $M=0$ block is

$$-\frac\Delta4+\frac12\begin{pmatrix}a+b&\Delta\\ \Delta&-(a+b)\end{pmatrix}.$$

The traceless matrix inside has eigenvalues $\pm R$, where

$$R=\sqrt{\Delta^2+(a+b)^2}=\Delta\sqrt{1+x^2}.$$

Thus

$$\frac{E_{2,4}}{h}=-\frac\Delta4\pm\frac\Delta2\sqrt{1+x^2}, \tag{6}$$

with the upper sign for level 2. Equations (5) and (6) are the Breit–Rabi formula for muonium. They are the exact eigenvalues of (1), and numerical diagonalization between 0.001 and 25 T agrees with them.

Write the upper $M=0$ state as proportional to $|{+}{-}\rangle+\varepsilon|{-}{+}\rangle$. The first row of the eigenvalue equation gives $(a+b)+\Delta\varepsilon=R$, so

$$\varepsilon=\sqrt{1+x^2}-x=\frac{\Delta}{R+a+b}. \tag{7}$$

The second form follows on multiplying and dividing by $\sqrt{1+x^2}+x$. In weak field $\varepsilon\to1$, and the spins are coupled in equal mixtures. In strong field, $x\gg1$, we have $\varepsilon\simeq1/(2x)$, and each spin nearly has its own projection.

## 6. Two frequencies and their inversion

Define

$$\nu_{12}=\frac{E_1-E_2}{h}=\frac{\Delta+a-b-R}{2},\qquad
\nu_{34}=\frac{E_3-E_4}{h}=\frac{\Delta-a+b+R}{2}.$$

In strong field both transitions mainly reverse the muon spin: $\nu_{12}$ with the electron spin up, $\nu_{34}$ with it down. The hyperfine field at the muon changes sign between the two cases, while the external field does not. Adding gives

$$\boxed{\Delta=\nu_{12}+\nu_{34}} \tag{8}$$

at any field within model (1), provided both frequencies refer to the same field. Subtracting gives

$$D\equiv\nu_{34}-\nu_{12}=R-a+b=2b+\varepsilon\Delta, \tag{9}$$

where $R=a+b+\varepsilon\Delta$ was used. The term $2b$ is twice the muon's Zeeman splitting $b$, which enters $\nu_{12}$ with a minus sign and $\nu_{34}$ with a plus sign. The term $\varepsilon\Delta$ comes from the repulsion of the two $M=0$ levels, and in strong field it tends to $\Delta^2/[2(a+b)]$.

To solve for $b$, isolate the root as $R=D+a-b$ and square:

$$\Delta^2+(a+b)^2=D^2+2D(a-b)+(a-b)^2 .$$

Since $(a+b)^2-(a-b)^2=4ab$, collecting the terms in $b$ gives

$$2b(2a+D)=D^2+2aD-\Delta^2 .$$

Now $\Delta^2-D^2=(\nu_{12}+\nu_{34})^2-(\nu_{34}-\nu_{12})^2=4\nu_{12}\nu_{34}$. Hence

$$\boxed{b=\frac{aD-2\nu_{12}\nu_{34}}{2a+D}} \tag{10}$$

The equation is linear in $b$, so no choice of root remains. The proton frequency supplies $a=g_J\mu_B\nu_p/(2\mu_p)$. Dividing $b$ by $\nu_p$ removes $B$ and $h$:

$$\boxed{\frac{\mu_\mu}{\mu_p}=\frac{b}{\nu_p(1-\sigma)}} \tag{11}$$

## 7. Why the field should be strong

Put $s=2a+D$. By (9), $s=R+a+b$, so (7) reads $\varepsilon=\Delta/s$. The equation $2b(2a+D)=D^2+2aD-\Delta^2$ of Section 6, divided by $2s$, becomes

$$b=\frac D2-\frac{\Delta^2}{2s}. \tag{12}$$

With $D$, $\Delta$ and $a$ as independent variables,

$$\frac{\partial b}{\partial D}=\frac{1+\varepsilon^2}{2},\qquad
\frac{\partial b}{\partial\Delta}=-\varepsilon,\qquad
\frac{\partial b}{\partial a}=\varepsilon^2 .$$

A change of $\nu_{12}$ raises $\Delta$ and lowers $D$ equally; a change of $\nu_{34}$ raises both. Therefore

$$\frac{\partial b}{\partial\nu_{12}}=-\frac{(1+\varepsilon)^2}{2},\qquad
\frac{\partial b}{\partial\nu_{34}}=\frac{(1-\varepsilon)^2}{2}. \tag{13}$$

Since $0<\varepsilon<1$, these coefficients never exceed 2 in magnitude, while $b$ grows in proportion to $B$. For equal independent errors $\delta\nu$ in the two frequencies, (13) gives $\delta b=\tfrac12\,\delta\nu\sqrt{(1+\varepsilon)^4+(1-\varepsilon)^4}=\tfrac12\,\delta\nu\sqrt{2+12\varepsilon^2+2\varepsilon^4}$. This decreases as $\varepsilon$ falls, so the part $\delta b/b$ of the relative moment error that comes from the frequencies shrinks steadily as the field rises.

A field error enters twice, through $a$ and through $\mu'_\mu=hb/(2B)$. At fixed measured frequencies,

$$\frac{\delta\mu'_\mu}{\mu'_\mu}=K\frac{\delta B}{B},\qquad K=\varepsilon^2\frac ab-1. \tag{14}$$

In weak field $K\to a/b-1$, about 206. The frequencies then depend mainly on the electron moment, and the muon moment is a small remainder. In strong field $K\to-1$, the ordinary error of dividing a precession frequency by the field. This limit needs more than $x\gg1$: since $K\simeq a/(4bx^2)-1$ there, it requires $x\gg\tfrac12\sqrt{a/b}\approx7$. Near $x=7$ the factor $K$ passes through zero, so when the field error dominates, raising the field further makes the moment less precise. With frequency errors of 10 Hz and a relative field error of $10^{-7}$, the combined relative error is $4.7\times10^{-8}$ at 1.134 T, $6.3\times10^{-8}$ at 1.7 T and about $10^{-7}$ above 10 T.

The same factor gives the effect of ignoring both bound-state corrections. Replacing $g_J$ by $g_e$ raises $a$ by the fraction $\sigma$ and hence $b$ by the fraction $(K+1)\sigma$. Omitting the shielding correction lowers the inferred moment by $\sigma$. The net fractional change is $K\sigma$ at leading order.

## 8. The stationary field and the level crossing

Since $a$ and $b$ are proportional to $B$,

$$2B\frac{d\nu_{12}}{dB}=(a-b)-(a+b)\frac{x}{\sqrt{1+x^2}} .$$

Equation (7) implies $x=(1-\varepsilon^2)/(2\varepsilon)$ and $\sqrt{1+x^2}=(1+\varepsilon^2)/(2\varepsilon)$. With $q=b/a$, the derivative vanishes when

$$\frac{1-q}{1+q}=\frac{1-\varepsilon^2}{1+\varepsilon^2},\qquad\text{so}\qquad
\varepsilon^2=q,\quad x=\frac{1-q}{2\sqrt q}. \tag{15}$$

As $x/\sqrt{1+x^2}$ increases with $B$, the slope changes from positive to negative and $\nu_{12}$ has a maximum. The constant sum (8) requires $\nu_{34}$ to have a minimum there. Condition (15) is also $K=0$: where neither frequency responds to the field at first order, a small field error does not change the inferred moment at first order.

At higher field $\nu_{12}$ falls to zero, where levels 1 and 2 cross. Setting $R=\Delta+a-b$ and squaring gives $4ab=2\Delta(a-b)$, or

$$\Delta=\frac{2ab}{a-b}. \tag{16}$$

Above the crossing $\nu_{12}$ is negative. A measurement that yields its magnitude must have the sign restored before (8) and (10) are used.

## 9. Muonium at 1.7 T

The frequencies here are synthetic: they come from diagonalizing (1) with the contact interval (2) and an input muon moment. Many digits are kept so that the inversion can be followed; they do not express the accuracy of (2) for the real atom. The inputs are

- $\Delta=4464.202740$ MHz and $\nu_p=72.381713$ MHz;
- $g_J=2.002283762$, against $g_e=2.002319304$;
- $a=47641.571671$ MHz, $x=10.7235$ and $\sigma=1.77505\times10^{-5}$.

Diagonalization gives

$$\nu_{12}=1897.839771\ \text{MHz},\qquad \nu_{34}=2566.362969\ \text{MHz}.$$

Their sum is $4464.202740$ MHz, the input interval, and their difference is $D=668.523198$ MHz. Equation (10) then reads

$$b=\frac{47641.571671\times668.523198-2\times1897.839771\times2566.362969}{2\times47641.571671+668.523198}\ \text{MHz}$$

$$=230.411886\ \text{MHz}.$$

Equation (12) shows the size of the mixing term. With $\varepsilon=0.0465255$,

$$b=334.2616-\tfrac12(0.0465255)(4464.2027)=230.412\ \text{MHz}.$$

The estimate $b\simeq D/2$ would be 45% too large relative to $b$. Although $x$ exceeds 10, the small $\varepsilon$ multiplies an interval much larger than $b$. Equation (11) gives

$$\frac{\mu_\mu}{\mu_p}=\frac{230.411886}{72.381713\,(1-1.77505\times10^{-5})}=3.183345 .$$

With $\mu_p=1.410607\times10^{-26}$ J/T this is $\mu_\mu=4.49045\times10^{-26}$ J/T, the input moment. The agreement tests the inversion; it is not a new determination of the moment.

**Errors.** Assume independent errors of 10 Hz in each frequency and a relative field error of $10^{-8}$. The interval error is $\sqrt2\times10=14$ Hz. For the moment, (13) gives

$$\frac{10\ \text{Hz}\,\sqrt{0.5476^2+0.4546^2}}{230.41\ \text{MHz}}=3.1\times10^{-8}.$$

The field adds $|K|\times10^{-8}=5.5\times10^{-9}$, since $K=-0.552$. The combined relative error is $3.1\times10^{-8}$.

This budget covers the measurement alone. The omitted recoil corrections to the magnetic factors have the relative scale $\alpha^2m_e/m_\mu=2.6\times10^{-7}$, which is larger. The literature value, not derived here, raises both factors by $\alpha^2m_e/(2m_\mu)=1.3\times10^{-7}$, so $\sigma$ itself is good to two digits only. Omitting this shifts the moment by $|K|$ times that amount, about $7\times10^{-8}$. The binding correction to the anomalous electron moment, $\alpha^3/(4\pi)=3.1\times10^{-8}$ in $g_J$ (also quoted), enters with the factor $K+1$ and gives $1.4\times10^{-8}$ in the opposite direction. These terms would have to be included before the moment could be quoted at the level of the assumed measurement errors. Ignoring the corrections (3) and (4) as well would shift the moment by $-9.8\times10^{-6}$ of its value, as $K\sigma$ predicts.

The two frequencies must also share one field. At 1.7 T the slope of $\nu_{12}$ is $-74.7$ MHz/T, so a relative field change of $10^{-8}$ between the two measurements shifts the sum by about 1.3 Hz.

**A weak field for comparison.** At 0.01 T, $x=0.063$, $\varepsilon=0.939$ and $K=181$. The same assumed errors give relative moment errors of $1.4\times10^{-5}$ from the frequencies and $1.8\times10^{-6}$ from the field. Multiplied by $b$, these relative errors are 19 Hz and 2.5 Hz, only two to three times the 7.1 Hz and 1.3 Hz obtained the same way at 1.7 T. The relative errors are far larger because $b$ is now only 1.36 MHz.

**Special fields.** Equation (15) places the stationary field at 1.134 T, where $\nu_{12}$ reaches 1923.14 MHz. The chosen field lies above it, in agreement with the negative slope and negative $K$. Equation (16) places the crossing at 16.39 T, so $\nu_{12}$ is positive throughout this example. These are values for the model interval (2), which lies $2.0\times10^{-4}$ above the measured 4463.30 MHz. With the measured interval the two fields keep the digits shown, and the maximum of $\nu_{12}$ drops to 1922.75 MHz. Further values are listed in the numerical output.

## Calculated quantities

```
fine-structure constant alpha: 0.007297353
mass ratio m_e/m_mu: 0.004836332
free electron g_e: 2.002319304
bound electron g_J: 2.002283762
free muon g_mu: 2.002331841
shielding sigma = alpha^2/3: 1.77505e-05
omitted recoil scale alpha^2 m_e/m_mu: 2.58e-07
input muon moment: 4.490448295e-26 J/T
proton moment: 1.410606795e-26 J/T
contact-formula interval delta: 4464.202740 MHz
a/B: 28024.453924 MHz/T
b/B: 135.536404 MHz/T
ratio a/b: 206.7670
chosen field B: 1.7 T
proton frequency nu_p: 72.381713 MHz
a: 47641.571671 MHz
b: 230.411886 MHz
x: 10.723524
mixing tangent epsilon: 0.0465255
level E1/h: 24821.630577 MHz
level E2/h: 22923.790806 MHz
level E3/h: -22589.529207 MHz
level E4/h: -25155.892177 MHz
nu12: 1897.839771 MHz
nu34: 2566.362969 MHz
difference D: 668.523198 MHz
recovered interval: 4464.202740 MHz
recovered b: 230.411886 MHz
recovered muon/proton moment ratio: 3.18334515
recovered muon moment: 4.490448295e-26 J/T
crude estimate D/2: 334.2616 MHz
crude estimate, relative error: 45.07 %
moment shift if binding ignored: -9.806e-06 (relative)
d b/d nu12: -0.547608
d b/d nu34: 0.454557
d b/d a: 0.0021646
field-error factor K at chosen field: -0.5524
K at 1000 T (limit check): -0.999999
assumed error of each frequency: 10 Hz
assumed relative field error: 1e-08
interval error: 14.1 Hz
relative moment error from frequencies: 3.09e-08
relative moment error from field: 5.52e-09
combined relative moment error: 3.14e-08
weak comparison field: 0.01 T
weak field x: 0.06308
weak field epsilon: 0.93891
weak field K: 181.28
weak field moment error from frequencies: 1.39e-05 (relative)
weak field moment error from field: 1.81e-06 (relative)
stationary field: 1.13427 T
x at stationary field: 7.1549
maximum nu12: 1923.1373 MHz
slope of nu12 at chosen field: -74.712 MHz/T
crossing field of levels 1 and 2: 16.3890 T
```
